# The inverse-square current law for void nucleation at blocking line ends: a program that tests the result

```python
"""Void nucleation at a blocking line end under electromigration.

Result under test: for d(sigma)/dt = d/dx[kappa (d(sigma)/dx + G)] on a long
line with a blocking end at x = 0 and zero initial stress, the end reaches the
critical stress sigma_c at t = pi sigma_c^2 / (4 kappa G^2), so t ~ 1/j^2.
sigma: hydrostatic stress, tension positive; kappa = D B Omega/(k T);
G = e Z rho j/Omega; D: atomic diffusivity; B: effective modulus;
Omega: atomic volume; Z: magnitude of effective charge number;
rho: resistivity; j: current density. Electron wind points along +x.
Parameters are round values in the rough regime of copper interconnects.
The stress solver works in micrometres, hours and MPa.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erfc

e, kB = const.e, const.k
HOUR, YEAR = const.hour, const.Julian_year

# Chosen model parameters, SI units
omega = 12e-30
modulus = 10e9
charge = 1.0
rho_test = 4e-8
rho_slope = 0.0017          # relative change of resistivity per kelvin
D0 = 1e-9
E_act = 0.9 * e
T_test, T_use = 573.0, 378.0
j_test, j_use = 2e10, 1e10
sigma_c = 100e6
line_um = 100.0
short_um = 20.0
expansion_mismatch = 14e-6  # linear, per kelvin
free_offset = 50.0          # stress-free temperature above test temperature
thickness, dielectric, k_heat = 200e-9, 1000e-9, 1.0
void_nm = 50.0
hop = 2.5e-10


def resistivity(T):
    return rho_test * (1 + rho_slope * (T - T_test))


def diffusivity(T):
    return D0 * np.exp(-E_act / (kB * T))


def stress_diffusivity(T):
    return diffusivity(T) * modulus * omega / (kB * T)


def drive(j, T):
    return e * charge * resistivity(T) * j / omega


def formula_time(j, T=T_test, initial=0.0):
    """Nucleation time in seconds on a long line."""
    return (np.pi * (sigma_c - initial)**2
            / (4 * stress_diffusivity(T) * drive(j, T)**2))


def local_exponent(time_function, j, step=0.02):
    up, down = time_function(j * (1 + step)), time_function(j * (1 - step))
    return -np.log(up / down) / np.log((1 + step) / (1 - step))


kappa = stress_diffusivity(T_test) * 1e12 * HOUR   # um^2/h
crit = sigma_c / 1e6                               # MPa


def gradient(j):
    return drive(j, T_test) / 1e12                 # MPa/um


# Symbolic check of the stress profile
x, t, k, g = sp.symbols("x t k g", positive=True)
profile = g * (2 * sp.sqrt(k * t / sp.pi) * sp.exp(-x**2 / (4 * k * t))
               - x * sp.erfc(x / (2 * sp.sqrt(k * t))))
assert sp.simplify(sp.diff(profile, t) - k * sp.diff(profile, x, 2)) == 0
q_sym = sp.diff(profile, x) + g
q_error = (q_sym - g * sp.erf(x / (2 * sp.sqrt(k * t)))).rewrite(sp.erf)
assert sp.simplify(q_error) == 0
assert sp.simplify(q_sym.subs(x, 0)) == 0


def profile_number(pos, time, j):
    root = np.sqrt(kappa * time)
    return gradient(j) * (2 * root / np.sqrt(np.pi)
                          * np.exp(-(pos / (2 * root))**2)
                          - pos * erfc(pos / (2 * root)))


assert abs(profile_number(1.0, 1e-3, j_test)) < 1e-12   # zero initial stress


# Finite-volume solution of the original equation
def evolve(j, length, start=None, activation=0.0, void=False, nodes=501):
    """Blocking ends; with void=True the stress at x = 0 is held at zero."""
    pos = np.linspace(0, length, nodes)
    h = pos[1] - pos[0]
    G = gradient(j)
    first = np.zeros(nodes) if start is None else np.array(start(pos))

    def rate(time, s):
        mid = 0.5 * (s[1:] + s[:-1])
        flow = kappa * np.exp(activation * mid) * (np.diff(s) / h + G)
        out = np.empty_like(s)
        out[1:-1] = np.diff(flow) / h
        out[0] = 0.0 if void else 2 * flow[0] / h
        out[-1] = -2 * flow[-1] / h
        return out

    def event(time, s):
        if void:   # missing atoms, as a void length, minus the target
            total = h * (s.sum() - 0.5 * (s[0] + s[-1]))
            return -total / (modulus / 1e6) * 1e3 - void_nm
        return s[0] - crit

    event.terminal = True
    event.direction = 1
    return solve_ivp(rate, (0, 4000.0), first, method="LSODA", lband=1,
                     uband=1, rtol=1e-7, atol=1e-6, events=event)


def solved_time(j, length=line_um, **options):
    result = evolve(j, length, **options)
    assert result.success and len(result.t_events[0]) == 1
    return result.t_events[0][0]


currents = np.array([1e10, 2e10, 4e10])
numeric = np.array([solved_time(j) for j in currents])
analytic = np.array([formula_time(j) / HOUR for j in currents])
assert np.allclose(numeric, analytic, rtol=3e-3)
fit_exponent = -np.polyfit(np.log(currents), np.log(numeric), 1)[0]
assert abs(fit_exponent - 2) < 5e-3
t_nuc = formula_time(j_test) / HOUR

# The same formula evaluated in atomic units, where e = 1
pc = const.physical_constants
a0 = pc["atomic unit of length"][0]
tau = pc["atomic unit of time"][0]
Eh = pc["Hartree energy"][0]
om_au, kT_au = omega / a0**3, kB * T_test / Eh
s_au, B_au = sigma_c * a0**3 / Eh, modulus * a0**3 / Eh
D_au = diffusivity(T_test) * tau / a0**2
rho_au = rho_test * e**2 / (const.hbar * a0)
j_au = j_test * tau * a0**2 / e
t_au = (np.pi / 4 * s_au**2 * om_au * kT_au
        / (D_au * B_au * (charge * rho_au * j_au)**2))
assert abs(t_au * tau / HOUR / t_nuc - 1) < 1e-6

# Drift from explicit forward and backward hops
force = e * charge * rho_test * j_test
bias = force * hop / (kB * T_test)
hop_rate = diffusivity(T_test) / hop**2
hop_drift = hop * hop_rate * (np.expm1(bias / 2) - np.expm1(-bias / 2))
drift = diffusivity(T_test) * force / (kB * T_test)
assert abs(hop_drift / drift - 1) < 1e-6

# Atoms removed by drift equal the atoms missing from the stressed region
area = quad(profile_number, 0, line_um, args=(t_nuc, j_test))[0]
missing_nm = area / (modulus / 1e6) * 1e3
assert abs(missing_nm / (drift * t_nuc * HOUR * 1e9) - 1) < 1e-4

# Uniform initial stress keeps the inverse square; a localized one breaks it
s_free = 3 * modulus * expansion_mismatch * free_offset
uniform = [solved_time(j, start=lambda p: np.full_like(p, s_free / 1e6))
           for j in currents[:2]]
assert abs(uniform[1] * HOUR / formula_time(j_test, initial=s_free) - 1) < 3e-3
assert abs(uniform[0] / uniform[1] - 4) < 0.02
local_peak, local_width = 20.0, 5.0
localized = [solved_time(j, start=lambda p: local_peak
                         * np.exp(-p / local_width)) for j in currents[:2]]
local_ratio = localized[0] / localized[1]
assert local_ratio > 4.1

# Stress-dependent diffusivity, activation volume equal to atomic volume
act = omega * 1e6 / (kB * T_test)
nonlinear = [solved_time(j, activation=act) for j in currents[:2]]
assert abs(nonlinear[0] / nonlinear[1] - 4) < 0.02
assert abs(nonlinear[1] / numeric[1] - 1) > 0.01


# Finite line with two blocking ends
def end_stress(time, j, length):
    n = np.arange(1, 400, 2)
    decay = np.exp(-(n * np.pi)**2 * kappa * time / length**2)
    return gradient(j) * length * (0.5 - 4 / np.pi**2 * np.sum(decay / n**2))


def series_time(j):
    return brentq(lambda time: end_stress(time, j, short_um) - crit,
                  1e-3, 4000.0)


t_short = series_time(j_test)
assert abs(solved_time(j_test, length=short_um) / t_short - 1) < 5e-3
n_short = local_exponent(series_time, j_test)
n_short_solved = local_exponent(
    lambda j: solved_time(j, length=short_um), j_test)
assert abs(n_short_solved / n_short - 1) < 0.02 and n_short > 2.5
L_threshold = 2 * crit / gradient(j_test)
immortal = evolve(j_test, 0.95 * L_threshold)
assert immortal.success and len(immortal.t_events[0]) == 0
assert abs(immortal.y[0, -1] / (0.95 * crit) - 1) < 1e-3
jL = j_test * L_threshold * 1e-6 / 100             # A/cm

# Joule heating with heat flowing straight down through the dielectric
heating = rho_test * thickness * dielectric / k_heat
rise = heating * j_test**2
T_hot = T_test + rise
n_heat = local_exponent(lambda j: formula_time(j, T_test + heating * j**2),
                        j_test)
n_heat_formula = 2 + 2 * rise * (E_act / (kB * T_hot**2) - 1 / T_hot
                                + 2 * rho_slope / (1 + rho_slope * rise))
assert abs(n_heat - n_heat_formula) < 2e-3


# Void growth after nucleation
def nucleate_and_grow(j):
    first = evolve(j, line_um)
    stress = first.y_events[0][0].copy()
    stress[0] = 0.0
    second = evolve(j, line_um, start=lambda p: stress, void=True)
    assert second.success and len(second.t_events[0]) == 1
    return first.t_events[0][0], second.t_events[0][0]


growth = nucleate_and_grow(j_test)[1]
n_total = local_exponent(lambda j: sum(nucleate_and_grow(j)), j_test, 0.05)
assert n_total < 1.95

# Use conditions, without and with unrelaxed thermal stress
s_use = 3 * modulus * expansion_mismatch * (T_test - T_use)
assert s_use < sigma_c
use_zero = formula_time(j_use, T_use) / YEAR
use_stress = formula_time(j_use, T_use, s_use) / YEAR

print(f"Atomic volume: {omega*1e30:.1f} angstrom^3")
print(f"Effective modulus: {modulus/1e9:.1f} GPa")
print(f"Effective charge number (magnitude): {charge:.1f}")
print(f"Resistivity at test: {rho_test*1e8:.1f} microohm cm")
print(f"Relative resistivity slope: {rho_slope:.4f} per K")
print(f"Diffusion prefactor: {D0*1e4:.1e} cm2/s")
print(f"Activation energy: {E_act/e:.2f} eV")
print(f"Test temperature: {T_test:.0f} K")
print(f"Test current density: {j_test/1e10:.1f} MA/cm2")
print(f"Critical stress: {crit:.0f} MPa")
print(f"Long line length: {line_um:.0f} um")
print(f"Thermal energy kT at test: {kB*T_test/e:.5f} eV")
print(f"Diffusivity at test: {diffusivity(T_test)*1e4:.3e} cm2/s")
print(f"Stress diffusivity kappa: {kappa:.4f} um2/h")
print(f"Wind force: {force/e*1e-10:.3e} eV/angstrom")
print(f"Hop length: {hop*1e10:.1f} angstrom")
print(f"Wind work per hop over kT: {bias:.2e} (no unit)")
print(f"Driving gradient G: {gradient(j_test):.3f} MPa/um")
print(f"Nucleation time, formula: {t_nuc:.2f} h")
print(f"Nucleation time, converted: {t_nuc/24:.2f} days")
for j, tn, ta in zip(currents, numeric, analytic):
    print(f"At {j/1e10:.0f} MA/cm2: solver {tn:.2f} h, formula {ta:.2f} h")
print(f"Fitted current exponent: {fit_exponent:.4f} (no unit)")
print(f"Length sqrt(kappa t) at nucleation: {np.sqrt(kappa*t_nuc):.2f} um")
print(f"Drift velocity: {drift*1e9*HOUR:.3f} nm/h")
print(f"Missing atoms as line length: {missing_nm:.1f} nm")
print(f"Threshold length at test current: {L_threshold:.2f} um")
print(f"Threshold product jL: {jL:.0f} A/cm")
print(f"Short line length: {short_um:.0f} um")
print(f"Short-line nucleation time: {t_short:.1f} h")
print(f"Short-line current exponent: {n_short:.2f} (no unit)")
print(f"Expansion mismatch: {expansion_mismatch*1e6:.0f} ppm/K")
print(f"Stress-free temperature offset: {free_offset:.0f} K")
print(f"Thermal stress at test: {s_free/1e6:.1f} MPa")
print(f"Time with that uniform stress: {uniform[1]:.1f} h")
print(f"Its time ratio, 1 to 2 MA/cm2: {uniform[0]/uniform[1]:.3f}")
print(f"Localized stress peak: {local_peak:.0f} MPa")
print(f"Localized stress decay length: {local_width:.0f} um")
print(f"Localized stress time ratio, 1 to 2 MA/cm2: {local_ratio:.3f}")
print(f"Omega sigma_c/(kT): {act*crit:.3f} (no unit)")
print(f"Time with stress-dependent D: {nonlinear[1]:.1f} h")
print(f"Its time ratio, 1 to 2 MA/cm2: {nonlinear[0]/nonlinear[1]:.3f}")
print(f"Metal thickness: {thickness*1e9:.0f} nm")
print(f"Dielectric thickness: {dielectric*1e9:.0f} nm")
print(f"Dielectric heat conductivity: {k_heat:.1f} W/(m K)")
print(f"Joule temperature rise: {rise:.2f} K")
print(f"Current exponent with Joule heating: {n_heat:.3f} (no unit)")
print(f"Void length for failure: {void_nm:.0f} nm")
print(f"Void growth time after nucleation: {growth:.1f} h")
print(f"Current exponent of total time: {n_total:.2f} (no unit)")
print(f"Use temperature: {T_use:.0f} K")
print(f"Use current density: {j_use/1e10:.1f} MA/cm2")
print(f"Use nucleation time, zero stress: {use_zero:.0f} years")
print(f"Unrelaxed thermal stress at use: {s_use/1e6:.1f} MPa")
print(f"Use nucleation time, that stress: {use_stress:.1f} years")
print("all assertions hold")
```

Printed output:

```
Atomic volume: 12.0 angstrom^3
Effective modulus: 10.0 GPa
Effective charge number (magnitude): 1.0
Resistivity at test: 4.0 microohm cm
Relative resistivity slope: 0.0017 per K
Diffusion prefactor: 1.0e-05 cm2/s
Activation energy: 0.90 eV
Test temperature: 573 K
Test current density: 2.0 MA/cm2
Critical stress: 100 MPa
Long line length: 100 um
Thermal energy kT at test: 0.04938 eV
Diffusivity at test: 1.214e-13 cm2/s
Stress diffusivity kappa: 0.6628 um2/h
Wind force: 8.000e-08 eV/angstrom
Hop length: 2.5 angstrom
Wind work per hop over kT: 4.05e-06 (no unit)
Driving gradient G: 10.681 MPa/um
Nucleation time, formula: 103.87 h
Nucleation time, converted: 4.33 days
At 1 MA/cm2: solver 415.49 h, formula 415.48 h
At 2 MA/cm2: solver 103.88 h, formula 103.87 h
At 4 MA/cm2: solver 25.97 h, formula 25.97 h
Fitted current exponent: 1.9998 (no unit)
Length sqrt(kappa t) at nucleation: 8.30 um
Drift velocity: 0.708 nm/h
Missing atoms as line length: 73.5 nm
Threshold length at test current: 18.72 um
Threshold product jL: 3745 A/cm
Short line length: 20 um
Short-line nucleation time: 155.5 h
Short-line current exponent: 5.90 (no unit)
Expansion mismatch: 14 ppm/K
Stress-free temperature offset: 50 K
Thermal stress at test: 21.0 MPa
Time with that uniform stress: 64.8 h
Its time ratio, 1 to 2 MA/cm2: 4.000
Localized stress peak: 20 MPa
Localized stress decay length: 5 um
Localized stress time ratio, 1 to 2 MA/cm2: 4.250
Omega sigma_c/(kT): 0.152 (no unit)
Time with stress-dependent D: 101.2 h
Its time ratio, 1 to 2 MA/cm2: 4.000
Metal thickness: 200 nm
Dielectric thickness: 1000 nm
Dielectric heat conductivity: 1.0 W/(m K)
Joule temperature rise: 3.20 K
Current exponent with Joule heating: 2.212 (no unit)
Void length for failure: 50 nm
Void growth time after nucleation: 25.5 h
Current exponent of total time: 1.65 (no unit)
Use temperature: 378 K
Use current density: 1.0 MA/cm2
Use nucleation time, zero stress: 848 years
Unrelaxed thermal stress at use: 81.9 MPa
Use nucleation time, that stress: 27.8 years
all assertions hold
```
